# Slater Integrals, Gaunt Products and the Averages U and J: a program that tests the result

```python
"""
Result under test: for one shell l with a common radial function R(r),
  <m1 m2|v|m3 m4> = delta(m1+m2,m3+m4) sum_k c^k(m1,m3) c^k(m4,m2) F^k,
and the orbital averages give U = F0 and, for d shells, J = (F2 + F4)/14.
  c^k(m,m') : Gaunt integral of Y*_lm Y_k,m-m' Y_lm' times sqrt(4 pi/(2k+1))
  F^k       : Slater integral of the radial density r^2 R^2
  U         : mean of <mm'|v|mm'> over all m,m'
  U - J     : mean of <mm'|v|mm'> - <mm'|v|m'm> over m != m'
Tensors are stored as T[a,b,c,d] = <ab|v|cd>.
"""
import math
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.special import lpmv
from sympy.physics.wigner import wigner_3j
from pyscf import gto

HARTREE_EV = physical_constants["Hartree energy in eV"][0]

# ---------- angular part: Gaunt integrals by quadrature on the sphere ----------
x_nodes, x_weights = np.polynomial.legendre.leggauss(20)
n_phi = 32
phi_nodes = 2 * np.pi * np.arange(n_phi) / n_phi
sphere_weights = np.outer(x_weights, np.full(n_phi, 2 * np.pi / n_phi))


def harmonic(l, m):
    """Complex spherical harmonic with Condon-Shortley phase on the grid."""
    p = abs(m)
    norm = math.sqrt((2 * l + 1) / (4 * math.pi)
                     * math.factorial(l - p) / math.factorial(l + p))
    y = norm * np.outer(lpmv(p, l, x_nodes), np.exp(1j * p * phi_nodes))
    return y if m >= 0 else (-1) ** p * y.conj()


def gaunt_matrix(l, k):
    """c^k(m,m') with rows and columns m = -l..l."""
    c = np.zeros((2 * l + 1, 2 * l + 1))
    for m in range(-l, l + 1):
        for n in range(-l, l + 1):
            if abs(m - n) <= k:
                value = np.sum(sphere_weights * harmonic(l, m).conj()
                               * harmonic(k, m - n) * harmonic(l, n))
                assert abs(value.imag) < 1e-12
                c[m + l, n + l] = value.real * math.sqrt(4 * math.pi / (2 * k + 1))
    return c


def slater_tensor(l, slater):
    """Interaction tensor in complex harmonics from a dict k -> F^k."""
    m = np.arange(-l, l + 1)
    total = m[:, None, None, None] + m[None, :, None, None]
    allowed = total == m[None, None, :, None] + m[None, None, None, :]
    tensor = np.zeros((2 * l + 1,) * 4)
    for k, f in slater.items():
        c = gaunt_matrix(l, k)
        tensor += f * np.einsum("ac,db->abcd", c, c)
    return tensor * allowed


def rotate(tensor, v):
    """Tensor in new orbitals |a> = sum_i v[i,a] |i>."""
    return np.einsum("ia,jb,ijkl,kc,ld->abcd", v.conj(), v.conj(), tensor, v, v,
                     optimize=True)


def averages(tensor):
    """U, J, and off-diagonal means of direct and exchange integrals."""
    n = tensor.shape[0]
    direct = np.einsum("abab->ab", tensor).real
    exchange = np.einsum("abba->ab", tensor).real
    off = ~np.eye(n, dtype=bool)
    u = direct.mean()
    return (u, u - (direct - exchange)[off].mean(),
            direct[off].mean(), exchange[off].mean())


# Gaunt integrals against the 3j closed form; odd k and k > 2l must vanish
for k in range(0, 7):
    c = gaunt_matrix(2, k)
    closed = np.zeros((5, 5))
    for m in range(-2, 3):
        for n in range(-2, 3):
            if abs(m - n) <= k:
                closed[m + 2, n + 2] = float((-1) ** m * 5
                    * wigner_3j(2, k, 2, 0, 0, 0)
                    * wigner_3j(2, k, 2, -m, m - n, n))
    assert np.allclose(c, closed, atol=1e-11)
    if k % 2 or k > 4:
        assert np.max(np.abs(c)) < 1e-11

# Shell sums of Gaunt products against Legendre integrals, for p, d and f
x = sp.symbols("x")
legendre_weight = {}
j_coefficient = {}
for l in (1, 2, 3):
    for k in range(0, 2 * l + 1, 2):
        w = sp.integrate(sp.expand(sp.legendre(l, x) ** 2 * sp.legendre(k, x)),
                         (x, -1, 1)) / 2
        legendre_weight[l, k] = w
        c = gaunt_matrix(l, k)
        assert np.allclose((c ** 2).sum(axis=1), (2 * l + 1) * float(w), atol=1e-11)
        assert abs(np.trace(c) - (2 * l + 1 if k == 0 else 0)) < 1e-11
        u_k, j_k, _, _ = averages(slater_tensor(l, {k: 1.0}))
        assert abs(u_k - (1 if k == 0 else 0)) < 1e-11
        j_coefficient[l, k] = sp.Rational(2 * l + 1, 2 * l) * w if k else sp.Integer(0)
        assert abs(j_k - float(j_coefficient[l, k])) < 1e-11
assert j_coefficient[2, 2] == j_coefficient[2, 4] == sp.Rational(1, 14)
p2_square = (legendre_weight[2, 0] + 5 * legendre_weight[2, 2] * sp.legendre(2, x)
             + 9 * legendre_weight[2, 4] * sp.legendre(4, x))
assert sp.expand(p2_square - sp.legendre(2, x) ** 2) == 0

# ---------- radial part: model d orbital made of two Gaussians ----------
exponents = np.array([6.0, 1.2])      # bohr^-2
mixing = np.array([1.0, 1.0])         # weights of normalised primitives
t_nodes, t_weights = np.polynomial.legendre.leggauss(160)
t_nodes, t_weights = (t_nodes + 1) / 2, t_weights / 2
R_FAR = 8.0                           # bohr, density negligible beyond


def raw_density(r):
    """r^2 R^2 before normalisation of the sum."""
    radial = np.zeros_like(r)
    for a, weight in zip(exponents, mixing):
        norm = math.sqrt(2 * (2 * a) ** 3.5 / math.gamma(3.5))
        radial = radial + weight * norm * r ** 2 * np.exp(-a * r ** 2)
    return r ** 2 * radial ** 2


def radial_norm(r_max):
    return r_max * np.sum(t_weights * raw_density(r_max * t_nodes))


def slater_integral(k, r_max):
    """F^k in hartree for the orbital normalised inside r_max."""
    r = r_max * t_nodes
    inner = r * (raw_density(np.outer(r, t_nodes)) @ (t_weights * t_nodes ** k))
    return (2 * r_max * np.sum(t_weights * raw_density(r) * inner / r)
            / radial_norm(r_max) ** 2)


F = {k: slater_integral(k, R_FAR) * HARTREE_EV for k in (0, 2, 4)}
mean_radius = (R_FAR * np.sum(t_weights * raw_density(R_FAR * t_nodes)
                              * R_FAR * t_nodes) / radial_norm(R_FAR))

# ---------- direct Gaussian integrals, no multipole expansion ----------
# The hydrogen label only carries the basis; its nucleus plays no role here.
shell = [2] + [[float(a), float(b)] for a, b in zip(exponents, mixing)]
mol = gto.M(atom="H 0 0 0", basis={"H": [shell]}, spin=1, verbose=0)
eri = mol.intor("int2e_sph", aosym="s1").reshape(5, 5, 5, 5)
direct_tensor = eri.transpose(0, 2, 1, 3) * HARTREE_EV

# columns: real harmonics xy, yz, 3z2-r2, xz, x2-y2 ; rows: m = -2..2
to_real = np.zeros((5, 5), complex)
to_real[2, 2] = 1
for m in (1, 2):
    to_real[2 + m, 2 + m] = (-1) ** m / math.sqrt(2)
    to_real[2 - m, 2 + m] = 1 / math.sqrt(2)
    to_real[2 - m, 2 - m] = 1j / math.sqrt(2)
    to_real[2 + m, 2 - m] = -1j * (-1) ** m / math.sqrt(2)
complex_tensor = slater_tensor(2, F)
real_tensor = rotate(complex_tensor, to_real)
tensor_error = np.max(np.abs(real_tensor - direct_tensor))
assert tensor_error < 1e-6

# Sum rules on the directly integrated tensor
U, J, U_off_real, J_off_real = averages(direct_tensor)
J_rule = (F[2] + F[4]) / 14
assert abs(U - F[0]) < 1e-6 and abs(J - J_rule) < 1e-6

# Any unitary mixing keeps U and J; off-diagonal means alone change
rng = np.random.default_rng(7)
unitary, _ = np.linalg.qr(rng.normal(size=(5, 5)) + 1j * rng.normal(size=(5, 5)))
U_mix, J_mix, _, J_off_mix = averages(rotate(direct_tensor, unitary))
assert abs(U_mix - U) < 1e-8 and abs(J_mix - J) < 1e-8
assert abs(J_off_mix - J_off_real) > 1e-3
_, _, U_off_complex, J_off_complex = averages(complex_tensor)
assert abs(J_off_complex - (2 * F[2] / 35 + 4 * F[4] / 63)) < 1e-8
assert abs(J_off_real - 5 * J_rule / 7) < 1e-6
assert abs(U_off_real - (F[0] - 2 * J_rule / 7)) < 1e-6
same_orbital = np.einsum("aaaa->a", direct_tensor)
assert np.allclose(same_orbital, F[0] + 8 * J_rule / 7, atol=1e-6)

# Two parallel-spin electrons: diagonalise the antisymmetrised interaction
pairs = [(a, b) for a in range(5) for b in range(a + 1, 5)]
pair_matrix = np.array([[direct_tensor[a, b, c, d] - direct_tensor[a, b, d, c]
                         for c, d in pairs] for a, b in pairs])
levels = np.linalg.eigvalsh(pair_matrix)
triplet_F = F[0] - 8 * F[2] / 49 - F[4] / 49
triplet_P = F[0] + F[2] / 7 - 4 * F[4] / 21
assert np.allclose(levels, sorted([triplet_F] * 7 + [triplet_P] * 3), atol=1e-6)
assert abs(levels.mean() - (F[0] - J_rule)) < 1e-6

# Orbital cut at a sphere and renormalised inside
R_SPHERE = 2.0
inside = radial_norm(R_SPHERE) / radial_norm(R_FAR)
F_sphere = {k: slater_integral(k, R_SPHERE) * HARTREE_EV for k in (0, 2, 4)}
U_sphere, J_sphere, _, _ = averages(slater_tensor(2, F_sphere))
assert inside < 1 and F_sphere[0] > F[0]

# From chosen U, J and F4/F2 back to Slater integrals
U_in, J_in, ratio_in = 4.0, 1.0, 0.625
F2_in = 14 * J_in / (1 + ratio_in)
F4_in = ratio_in * F2_in
U_back, J_back, _, _ = averages(slater_tensor(2, {0: U_in, 2: F2_in, 4: F4_in}))
assert abs(U_back - U_in) < 1e-10 and abs(J_back - J_in) < 1e-10

# ---------- output ----------
c2, c4 = gaunt_matrix(2, 2), gaunt_matrix(2, 4)


def integers(values):
    rounded = np.rint(values).astype(int)
    assert np.allclose(values, rounded, atol=1e-9)
    return " ".join(str(v) for v in rounded)


print("Gaunt tables for d, columns m' = 2 1 0 -1 -2")
print("7 c2(m,m), m=2..-2:", integers(7 * np.diag(c2)[::-1]))
print("21 c4(m,m), m=2..-2:", integers(21 * np.diag(c4)[::-1]))
for m in (2, 1, 0):
    print(f"49 c2(m,m')^2, m={m}:", integers(49 * c2[m + 2, ::-1] ** 2))
for m in (2, 1, 0):
    print(f"441 c4(m,m')^2, m={m}:", integers(441 * c4[m + 2, ::-1] ** 2))
print("d weights w0, w2, w4:", *[legendre_weight[2, k] for k in (0, 2, 4)])
print("J coefficient p (F2):", j_coefficient[1, 2])
print("J coefficients d (F2,F4):", j_coefficient[2, 2], j_coefficient[2, 4])
print("J coefficients f (F2,F4,F6):", *[j_coefficient[3, k] for k in (2, 4, 6)])
print("Model orbital exponents (bohr^-2):", *exponents)
print(f"Mean radius: {mean_radius:.4f} bohr")
for k in (0, 2, 4):
    print(f"F{k}: {F[k]:.4f} eV")
print(f"F4/F2: {F[4] / F[2]:.4f}")
print(f"Largest tensor difference, two routes: {tensor_error:.1e} eV")
print(f"U from direct integrals: {U:.4f} eV")
print(f"J from direct integrals: {J:.4f} eV")
print(f"(F2+F4)/14: {J_rule:.4f} eV")
print(f"Same-orbital repulsion, real basis: {same_orbital[0]:.4f} eV")
print(f"Mean m!=m' repulsion, real basis: {U_off_real:.4f} eV")
print(f"Mean m!=m' repulsion, complex basis: {U_off_complex:.4f} eV")
print(f"Mean m!=m' exchange, real basis: {J_off_real:.4f} eV")
print(f"Mean m!=m' exchange, complex basis: {J_off_complex:.4f} eV")
print(f"Triplet F level (7 states): {levels[0]:.4f} eV")
print(f"Triplet P level (3 states): {levels[-1]:.4f} eV")
print(f"Mean of the ten triplet states: {levels.mean():.4f} eV")
print(f"Sphere radius: {R_SPHERE:.1f} bohr")
print(f"Norm inside sphere: {inside:.4f}")
for k in (0, 2, 4):
    print(f"F{k}, renormalised in sphere: {F_sphere[k]:.4f} eV")
print(f"U, renormalised in sphere: {U_sphere:.4f} eV")
print(f"J, renormalised in sphere: {J_sphere:.4f} eV")
print(f"Chosen U, J: {U_in:.1f}, {J_in:.1f} eV; chosen F4/F2: {ratio_in}")
print(f"Resulting F2: {F2_in:.4f} eV")
print(f"Resulting F4: {F4_in:.4f} eV")
print(f"U, J recovered from tensor: {U_back:.4f}, {J_back:.4f} eV")
print("no test failed")
```

Running it gives:

```
Gaunt tables for d, columns m' = 2 1 0 -1 -2
7 c2(m,m), m=2..-2: -2 1 2 1 -2
21 c4(m,m), m=2..-2: 1 -4 6 -4 1
49 c2(m,m')^2, m=2: 4 6 4 0 0
49 c2(m,m')^2, m=1: 6 1 1 6 0
49 c2(m,m')^2, m=0: 4 1 4 1 4
441 c4(m,m')^2, m=2: 1 5 15 35 70
441 c4(m,m')^2, m=1: 5 16 30 40 35
441 c4(m,m')^2, m=0: 15 30 36 30 15
d weights w0, w2, w4: 1/5 2/35 2/35
J coefficient p (F2): 1/5
J coefficients d (F2,F4): 1/14 1/14
J coefficients f (F2,F4,F6): 2/45 1/33 50/1287
Model orbital exponents (bohr^-2): 6.0 1.2
Mean radius: 0.7984 bohr
F0: 31.3044 eV
F2: 15.6263 eV
F4: 9.9866 eV
F4/F2: 0.6391
Largest tensor difference, two routes: 4.9e-13 eV
U from direct integrals: 31.3044 eV
J from direct integrals: 1.8295 eV
(F2+F4)/14: 1.8295 eV
Same-orbital repulsion, real basis: 33.3953 eV
Mean m!=m' repulsion, real basis: 30.7817 eV
Mean m!=m' repulsion, complex basis: 31.0020 eV
Mean m!=m' exchange, real basis: 1.3068 eV
Mean m!=m' exchange, complex basis: 1.5270 eV
Triplet F level (7 states): 28.5494 eV
Triplet P level (3 states): 31.6346 eV
Mean of the ten triplet states: 29.4749 eV
Sphere radius: 2.0 bohr
Norm inside sphere: 0.9972
F0, renormalised in sphere: 31.4080 eV
F2, renormalised in sphere: 15.7016 eV
F4, renormalised in sphere: 10.0387 eV
U, renormalised in sphere: 31.4080 eV
J, renormalised in sphere: 1.8386 eV
Chosen U, J: 4.0, 1.0 eV; chosen F4/F2: 0.625
Resulting F2: 8.6154 eV
Resulting F4: 5.3846 eV
U, J recovered from tensor: 4.0000, 1.0000 eV
no test failed
```
